Temperature Dependence of the Quadrupole Splitting of High-Spin Fe²⁺

**1. Definitions and conventions**

A high-spin Fe²⁺ ion has the configuration 3d⁶ with total spin S = 2. Five d electrons have parallel spins and fill all five orbitals once. The ion is taken to sit in a nearly octahedral site with its fourfold axes along x, y, z. The sixth electron then has the opposite spin and occupies one of the t2g orbitals yz, xz, xy. Each orbital is labelled by the axis absent from its name: x for yz, y for xz, z for xy. A crystal field with axial and rhombic parts, whose axes lie along x, y, z, gives them the energies

E_z = 0, E_y = D1, E_x = D2, with 0 ≤ D1 ≤ D2. (1)

This orthorhombic setting is assumed throughout. It does not cover tetrahedral sites, where the sixth electron is in an e orbital, or a trigonal distortion along (111). In the trigonal case yz, xz and xy are equally populated and the gradient lies in the off-diagonal elements, so the population formula (8) below would give zero although the splitting does not vanish. The thermal population of orbital k is p_k, with p_x + p_y + p_z = 1, and β = 1/kT. The algebra uses atomic units, in which the electron has charge −1.

The electric field gradient V_ij is the second derivative of the electrostatic potential at the nucleus. An electron at r contributes the potential −1/|R − r| at R. Differentiating twice and setting R = 0 gives

V_ij = −(3 r_i r_j − r² δ_ij)/r⁵. (2)

We keep only the gradient of the ion's own d electrons and omit that of the surrounding lattice. Covalency and the response of the closed shells are represented by one isotropic factor, absorbed in an effective ⟨r⁻³⟩. The crystal field is taken as independent of temperature, and there is no magnetic field or magnetic order.

The electrons are assumed to pass between their states much faster than the nuclear quadrupole frequency. The nucleus then sees the thermal average of the tensor V_ij, and its levels are found after this average.

**2. The gradient in terms of populations**

The summed density of the five parallel electrons is spherical and gives no gradient. For the sixth electron in xy, the angular density is (15/4π) n_x² n_y², where n = r/r. We need two averages over the unit sphere. For three independent Gaussian variables of unit variance, ⟨r⁶⟩ = 3·5·7 = 105, while ⟨x²y²z²⟩ = 1 and ⟨x⁴y²⟩ = 3. Since radius and direction are independent, the averages over directions are 1/105 and 3/105. Hence in xy

⟨n_z²⟩ = 15/105 = 1/7, ⟨n_x²⟩ = ⟨n_y²⟩ = 45/105 = 3/7.

Equation (2) gives V_zz = −(3/7 − 1)⟨r⁻³⟩ = +(4/7)⟨r⁻³⟩ and V_xx = V_yy = −(9/7 − 1)⟨r⁻³⟩ = −(2/7)⟨r⁻³⟩. The charge lies mainly in the xy plane and is negative, so V_zz is positive. The other two orbitals follow by relabelling axes. Weighting with the populations,

V_kk = ⟨r⁻³⟩[(4/7)p_k − (2/7)(1 − p_k)] = (6/7)⟨r⁻³⟩(p_k − 1/3). (3)

Off-diagonal elements such as V_xy could come from coherences between two orbitals. Symmetry removes them. A rotation by π about z reverses the signs of yz and xz and leaves xy unchanged, so a density matrix invariant under it has no coherence between xy and the other two. The rotation about x likewise removes the coherence between yz and xz. The orthorhombic Hamiltonian has both symmetries, and so has its thermal state. This remains true with spin-orbit coupling: the rotations then act on orbit and spin together, and after the trace over spin the orbital density matrix is still invariant under the orbital rotation.

**3. From the gradient to the splitting**

For a nucleus with quadrupole moment Q and spin I = 3/2, the quadrupole Hamiltonian in the principal axes is (Q/6) Σ_k V_kk I_k². Put d_V = V_xx − V_yy. Since the trace vanishes, V_xx = (−V_zz + d_V)/2 and V_yy = (−V_zz − d_V)/2. With I_x² + I_y² = 15/4 − I_z²,

H_Q = (Q/12)[V_zz(3I_z² − 15/4) + d_V(I_x² − I_y²)]. (4)

The first bracket is +3 for m = ±3/2 and −3 for m = ±1/2. The operator I_x² − I_y² = (I_+² + I_−²)/2 connects 3/2 with −1/2, and 1/2 with −3/2, with matrix element (2·√3)/2 = √3. Each pair therefore gives the matrix

(Q/12) [[3V_zz, √3 d_V], [√3 d_V, −3V_zz]],

up to the order of the states. Its eigenvalues are ±(|Q|/12)(9V_zz² + 3d_V²)^(1/2), so the two doublets are separated by

ΔE = (|Q|/2)(V_zz² + d_V²/3)^(1/2). (5)

If z is the axis with the largest |V_kk|, then η = |d_V/V_zz| is the usual asymmetry parameter, and (5) takes the familiar form (|Q V_zz|/2)(1 + η²/3)^(1/2). To treat the axes alike, note that

Σ_k V_kk² = V_zz² + (V_zz² + d_V²)/2 = (3/2)(V_zz² + d_V²/3),

and therefore

ΔE = (|Q|/2)[(2/3) Σ_k V_kk²]^(1/2). (6)

Now insert (3). Because the populations sum to one, Σ(p_k − 1/3)² = Σp_k² − 1/3. Writing 1 as (Σp_k)² turns this into (2/3)(Σp_k² − p_x p_y − p_y p_z − p_z p_x). The numerical factor under the root of (6) is (2/3)(36/49)(2/3) = 16/49, so

ΔE = ΔE_0 F, ΔE_0 = (2/7)|Q|⟨r⁻³⟩, (7)

F = [p_x² + p_y² + p_z² − p_x p_y − p_y p_z − p_z p_x]^(1/2)
 = [1 − 3(p_x p_y + p_y p_z + p_z p_x)]^(1/2). (8)

An electron confined to one orbital gives F = 1, whichever orbital it is. Equal populations give F = 0. The temperature dependence thus comes from averaging axial tensors that share the principal axes x, y, z but have different symmetry axes. If an ion without spin-orbit coupling stayed in one orbital for the whole nuclear measurement, it would show ΔE_0 at every temperature.

**4. The Ingalls function**

Without spin-orbit coupling every orbital has the same spin degeneracy, which cancels from the populations:

p°_k = w_k/Σ_l w_l, w_k = exp(−βE_k). (9)

Substitution in (8) gives

F_0 = [1 + e^(−2βD1) + e^(−2βD2) − e^(−βD1) − e^(−βD2) − e^(−β(D1+D2))]^(1/2) / [1 + e^(−βD1) + e^(−βD2)]. (10)

When kT ≪ D1, which requires D1 > 0, the small quantity in (8) is ε = p_x + p_y. (For D1 = 0 and D2 > 0, equation (10) tends to 1/2 at low temperature instead; for D1 = D2 = 0 it is zero at every temperature.) The sum of products is ε to first order, so

F ≈ 1 − (3/2)(p_x + p_y), (11)

and F_0 ≈ 1 − (3/2)(e^(−βD1) + e^(−βD2)). At high temperature, let Ē be the mean of the three energies. Then p°_k ≈ (1/3)[1 − β(E_k − Ē)]. Since F² = (3/2)Σ(p_k − 1/3)² and Σ(E_k − Ē)² = (2/3)(D1² + D2² − D1D2),

F_0 ≈ (β/3)(D1² + D2² − D1D2)^(1/2). (12)

The splitting then falls as 1/T.

**5. Spin-orbit coupling**

The one-electron coupling is ζ Σ l·s with ζ > 0. Within a single term of given L and S it is proportional to L·S, by the Wigner–Eckart theorem. The constant λ follows from the state with M_S = 2. The five spin-up electrons contribute (ζ/2)Σm = 0, and the spin-down electron with orbital number m contributes −ζm/2. The operator λL·S has the diagonal element 2λm. Hence λ = −ζ/4, and the Hamiltonian in the 3 × 5 = 15 states is

H = Σ_k E_k P_k + λ L·S, (13)

where P_k projects on orbital k. The e_g orbitals are assumed to lie far above.

The action of L_z = −i(x∂_y − y∂_x) on the orbitals is

L_z yz = −i xz, L_z xz = +i yz, L_z xy = −i(x² − y²).

The last function belongs to e_g and is dropped. So L_z connects yz and xz with an element of modulus 1. By relabelling, L_x connects xz and xy, and L_y connects xy and yz. All diagonal elements vanish.

Equations (7) and (8) remain valid, because (3) and the symmetry argument of Section 2 do not depend on λ. What changes is the set of populations. They are derivatives of the free energy A = −kT ln Z. By the cyclic property of the trace, ∂Z/∂E_k = −β Tr(P_k e^(−βH)), so

p_k = ∂A/∂E_k. (14)

We therefore expand ln Z in λ. With W = L·S and H_0 = ΣE_k P_k, the first-order term vanishes because W has no diagonal orbital element. The second-order term of Z = Tr e^(−βH) is

Z_2 = λ² ∫₀^β du (β − u) Tr[e^(−(β−u)H_0) W e^(−uH_0) W].

The trace is unchanged by u → β − u, so the factor β − u may be replaced by its mean β/2. The integral over u then gives, for each ordered pair of states m, n, the quantity |W_mn|²(e^(−βE_n) − e^(−βE_m))/(E_m − E_n). For one pair of orbitals a single component S_a enters, and the spin sum is Tr S_a² = 4 + 1 + 0 + 1 + 4 = 10. Two orderings of each pair cancel the factor 1/2:

Z_2 = 10βλ² Σ_(k<l) (w_k − w_l)/(E_l − E_k).

Dividing by Z_0 = 5Σw_k gives

ln Z = ln(5Σ_k w_k) + 2βλ²G, G = Σ_(k<l) (p°_k − p°_l)/(E_l − E_k). (15)

By (14), p_k = p°_k − 2λ² ∂G/∂E_k. The derivative has two parts. In the numerators, each pair containing k gives −βp°_k/(E_l − E_k) + (p°_k − p°_l)/(E_l − E_k)². The common denominator Σw gives +βp°_k G. Therefore

p_k = p°_k + 2λ²{Σ_(l≠k)[βp°_k/(E_l − E_k) − (p°_k − p°_l)/(E_l − E_k)²] − βp°_k G}. (16)

For equal energies the limit is to be taken; it is finite. The expansion is safe when the level shifts caused by λ are small compared with kT. Otherwise its accuracy is not assured, and (13) should be diagonalized and the resulting populations inserted in (8).

**6. Limits of the reduction**

*Between the spin splitting and the orbital splitting.* For D1 ≫ |λ|, the five states of the ground orbital are split by energies of order λ²/D1. Let kT be large compared with this splitting, but so far below D1 that the thermal population e^(−βD1) is small compared with λ²/D1². Then p°_z = 1 and the other p°_k vanish, so (16) gives p_y = 2λ²/D1² and p_x = 2λ²/D2². From (11),

F ≈ 1 − 3λ²(1/D1² + 1/D2²). (17)

Here the electron occupies the upper orbitals through quantum admixture instead of thermal excitation.

*Zero temperature.* First-order perturbation theory admixes xz into xy with an amplitude λS_x/D1 in modulus, and yz with λS_y/D2. The populations are λ²⟨S_x²⟩/D1² and λ²⟨S_y²⟩/D2², so

F(0) ≈ 1 − (3/2)λ²(⟨S_x²⟩/D1² + ⟨S_y²⟩/D2²). (18)

The spin state is the lowest state of the second-order energy operator

H_eff = −λ²(S_x²/D1 + S_y²/D2). (19)

Averaging over all five spin states gives ⟨S_a²⟩ = 10/5 = 2, which turns (18) into (17).

*High temperature.* Choose the energy origin so that ΣE_k = 0 and let B = ΣE_k². Each term of (15) can be written as an integral:

(w_k − w_l)/(E_l − E_k) = β∫₀¹ ds exp{−β[sE_k + (1 − s)E_l]}
 ≈ β[1 − β(E_k + E_l)/2 + β²(E_k² + E_kE_l + E_l²)/6].

In the sum over the three pairs the linear term vanishes. The squares give 2B and the products give −B/2, so the sum is β(3 + β²B/4). Also Σw ≈ 3 + β²B/2. Thus G ≈ β(1 − β²B/12), and

ln Z ≈ ln(5Σ_k w_k) + 2β²λ²(1 − β²B/12). (20)

Like (15), this is of second order in λ. The third order adds −β³λ³ Tr W³/90 = −β³λ³/3 at leading order in β. This constant can exceed the term in B, but it does not depend on the E_k and so does not affect the populations.

For a general origin, B is Σ(E_k − Ē)², with derivative 2(E_k − Ē). The first term of (20) gives the populations p°_k, and by (14) the second changes them by p_k − p°_k ≈ (β³λ²/3)(E_k − Ē). Without spin-orbit coupling the leading deviation from 1/3 is p°_k − 1/3 ≈ −(β/3)(E_k − Ē). The change is −β²λ² times this deviation for every orbital, so to leading order

F/F_0 ≈ 1 − (λ/kT)². (21)

This holds when kT is large compared with |λ| and with D1 and D2. The relative reduction disappears as 1/T².

*Two close orbitals.* If the two lowest orbitals are separated by an energy d comparable with |λ|, and the third is remote, (17) and (18) fail. Take the pair to be yz and xz, so that λL_zS_z acts between them. For each spin number M the matrix has diagonal elements ±d/2 and off-diagonal elements of modulus |λM|. Its lower energy is −(1/2)(d² + 4λ²M²)^(1/2), which is lowest for M = ±2. In these states the two populations differ by

δ = d/(d² + 16λ²)^(1/2),

and their product is (1 − δ²)/4. When kT is small compared with the gap to the M = ±1 states, (8) gives

F = [1/4 + (3/4)d²/(d² + 16λ²)]^(1/2). (22)

For d ≫ |λ| this becomes 1 − 6λ²/d², in agreement with the form of (18) for one admixed orbital and ⟨S_a²⟩ = 4. As d → 0 it falls to 1/2, because the spin-orbit coupling shares the electron equally between the two orbitals. With λ = −0.010 eV, d = 0.020 eV gives F = 0.632, whereas the ground state without spin-orbit coupling would give 1.

These limits all show a reduction, except at d = 0 in (22), where F and the low-temperature F_0 are both 1/2. The limits do not prove F ≤ F_0 for all parameters. A scan of 273 combinations, with D1 up to 0.1 eV, D2 up to 0.3 eV, |λ| from 0.003 to 0.02 eV and temperatures from 20 to 1000 K, found no case with F > F_0.

**7. A worked example**

Take the round model parameters D1 = 0.050 eV, D2 = 0.100 eV, λ = −0.010 eV, effective ⟨r⁻³⟩ = 20 Å⁻³ and Q = 2.0 × 10⁻⁹ Å². In ordinary units (7) acquires the factor e²/(4πε₀) = 14.40 eV Å:

ΔE_0 = (2/7)(14.40)(2.0 × 10⁻⁹)(20) eV = 1.65 × 10⁻⁷ eV.

A source moving at velocity v shifts a gamma energy E_γ by E_γ v/c. With a rough E_γ of 14 keV, ΔE_0 corresponds to 3.5 mm/s.

At 300 K, kT = 0.02585 eV. The Boltzmann populations of xy, xz and yz are 0.858, 0.124 and 0.018. Equation (8) gives

F_0 = [1 − 3(0.1064 + 0.0022 + 0.0154)]^(1/2) = 0.792.

Diagonalizing (13) changes the populations to 0.816, 0.149 and 0.036, and F falls to 0.730. The splitting is 0.730 × 1.65 × 10⁻⁷ eV = 1.20 × 10⁻⁷ eV, or 2.6 mm/s. The second-order populations (16) give 0.728.

At other temperatures the results are:

T (K): F_0, F, ΔE (10⁻⁷ eV)
10: 1.000, 0.809, 1.33
80: 0.999, 0.852, 1.40
150: 0.969, 0.847, 1.39
300: 0.792, 0.730, 1.20
450: 0.623, 0.593, 0.98
600: 0.502, 0.486, 0.80

The Ingalls function decreases throughout this list, but the full F first rises between 10 and 80 K. The spin states explain this. In the lowest state of (19), ⟨S_x²⟩ = 3.73 and ⟨S_y²⟩ = 2.00, while the average over all five spin states is 2 for both. Heating through the spin levels therefore lowers the admixture of xz and raises F, before excitation to the upper orbitals lowers it. The levels concerned lie up to 0.0069 eV above the ground state, and kT has this size at 80 K.

The low-temperature formulas are only semi-quantitative here, since |λ|/D1 = 0.2. Equation (18) gives F(0) = 0.746, against 0.807 from diagonalization. Equation (17) gives 0.850, close to the 0.852 found at 80 K, but the spin splitting is not small compared with kT there, so this closeness does not measure the accuracy of (17). At 600 K, (21) predicts a relative reduction 1 − F/F_0 of (0.010/0.0517)² = 0.037, and the computed one is 0.031. Here kT is about equal to D1 and half of D2, outside the range in which (21) was derived, so this comparison does not measure its accuracy either.

Placing the e_g orbitals 1 eV above the xy orbital, instead of removing them, changes F at 300 K from 0.7301 to 0.7310. The shift is larger at lower temperature: from 0.852 to 0.856 at 80 K and from 0.847 to 0.849 at 150 K, so the third decimal of F in those rows depends on this restriction. In this example it is still a minor error, about half a percent or less at these temperatures. The omitted lattice gradient is a different matter: it must be added to the tensor (3), and the principal values of the sum must be used in (6). The splitting is then no longer ΔE_0 times a function of the populations alone.

The numerical check checks (7), (8), (10) and the model (13) against a calculation with the determinants of six d electrons projected on S = 2, followed by diagonalization of the nuclear Hamiltonian. It checks (14), (16), (17), (18), (21) and (22) against diagonalization of (13), and (12) against (10).

Numbers as computed

```
D1 = 0.050 eV, D2 = 0.100 eV, lam = -0.010 eV, zeta = 0.040 eV
effective <r^-3> = 20.0 1/angstrom^3, Q = 2.0e-09 angstrom^2
e^2/(4 pi eps0) = 14.3996 eV angstrom
rough gamma energy = 1.4e+04 eV
single-orbital splitting dE0 = 1.6457e-07 eV = 3.52 mm/s
T (K), kT (eV), F0 (Ingalls), F full, F second order, F/F0:
    10 0.00086 1.0000 0.8087 0.8516 0.8087
    80 0.00689 0.9989 0.8515 0.8516 0.8524
   150 0.01293 0.9688 0.8467 0.8407 0.8739
   300 0.02585 0.7924 0.7301 0.7283 0.9214
   450 0.03878 0.6233 0.5934 0.5932 0.9520
   600 0.05170 0.5019 0.4864 0.4864 0.9690
T (K), splitting without and with spin-orbit (eV), with it (mm/s):
    10 1.6457e-07 1.3309e-07 2.85
    80 1.6439e-07 1.4014e-07 3.00
   150 1.5944e-07 1.3934e-07 2.98
   300 1.3040e-07 1.2015e-07 2.57
   450 1.0258e-07 9.7652e-08 2.09
   600 8.2602e-08 8.0042e-08 1.71
300 K without spin-orbit: p(yz,xz,xy) = 0.0179 0.1240 0.8580
  Vzz/<r^-3> = 0.4497, eta = 0.2022
300 K with spin-orbit: p(yz,xz,xy) = 0.0355 0.1488 0.8156
  Vzz/<r^-3> = 0.4134, eta = 0.2348
lowest five levels above ground (eV): [0.      0.00056 0.00272 0.0066  0.00694]
ground state: <Sx^2> = 3.7321, <Sy^2> = 2.0000 (effective spin H)
T=0 F: full 0.8068, second order 0.7461
plateau law for example: F = 0.8500
300 K F with e_g orbitals at 1 eV: 0.7310
largest deviation from six-electron F: 1.2e-13 (lam=0), 4.0e-07 (lam)
second-order error ratio on halving lam: 7.891
plateau test at lam = -2e-04 eV: 1-F = 6.0157e-05, law 6.0000e-05
high-T coefficient of (lam/kT)^2: 1.0003
close orbitals: d (eV), F full, F law:
  0.000 0.5000 0.5000
  0.005 0.5114 0.5114
  0.020 0.6324 0.6325
  0.080 0.9219 0.9220
  0.320 0.9942 0.9942
scan of 273 cases: largest F/F0 = 0.999551; cases above 1: 0
  at D1 = 0.0 eV, D2 = 0.3 eV, lam = -0.003 eV, T = 1000 K
```
